\section*{Vineyard prefactor of a two-mode model of polarization switching}

\section{Problem}

A switching unit in a ferroelectric hafnia capacitor is described by two vibrational coordinates. It rests in one polarization state, a minimum of the potential energy, and leaves it through one saddle. The harmonic frequencies at the minimum are $\nu_1=5$~THz and $\nu_2=12$~THz. At the saddle one direction is unstable, and the other has the frequency $\nu_s=8$~THz. These are ordinary frequencies, in cycles per second, so $\omega=2\pi\nu$.

Let $B$ be the potential energy of the saddle minus that of the minimum. Write the classical escape rate at temperature $T$ as
\begin{equation}
\Gamma=\nu_*\,e^{-\beta B},\qquad \beta=\frac{1}{k_BT},\qquad \beta B\gg1 .
\label{eq:rate}
\end{equation}
(a) Estimate $\nu_*$ by scaling. (b) Calculate it in harmonic transition-state theory. (c) Find the rate for $B=0.6$~eV at 300~K, and the size of the effects that the calculation neglects.

Transition-state theory makes two assumptions: the minimum is in thermal equilibrium, and a trajectory that crosses the dividing line at the saddle towards the other state does not come back.

\section{First estimate by scaling}

The prefactor has the dimension of a frequency. For motion in one dimension a unit with frequency $\nu_1$ approaches the barrier $\nu_1$ times per second, and a fraction of about $e^{-\beta B}$ of the approaches has enough energy. If the soft mode carries the unit out and the second mode is a spectator, then
\begin{equation}
\nu_*\sim\nu_1=5\ \text{THz}.
\label{eq:estimate}
\end{equation}
This ignores any change of the second mode on the way to the saddle. It also assigns the escape to one particular mode, which the data do not justify: had the hard mode been chosen, the estimate would be 12~THz. Scaling thus gives several terahertz, with an uncertainty of about a factor of two.

\section{Solution}

\subsection{The rate as a flux}

Let $X$ and $Y$ be displacements with the same effective mass $M$. Put the saddle at the origin, with $X$ along its unstable direction and the initial minimum at $X<0$. The dividing line is $X=0$. The rate is the equilibrium flux through this line towards positive $X$, divided by the population on the left:
\begin{equation}
\Gamma=\frac{\int dP_X\,dP_Y\,dX\,dY\;\delta(X)\,\frac{P_X}{M}\,\theta(P_X)\,e^{-\beta H}}
{\int_{X<0}dP_X\,dP_Y\,dX\,dY\;e^{-\beta H}},
\end{equation}
with $H=(P_X^2+P_Y^2)/2M+V(X,Y)$ and $\theta$ the unit step. The integral over $P_Y$ cancels. The integrals over $P_X$ are
\begin{equation}
\int_0^\infty\frac{P}{M}e^{-\beta P^2/2M}dP=\frac1\beta,\qquad
\int_{-\infty}^{\infty}e^{-\beta P^2/2M}dP=\sqrt{\frac{2\pi M}{\beta}} .
\end{equation}
Their quotient is $1/\sqrt{2\pi M\beta}$, so that
\begin{equation}
\Gamma=\frac{1}{\sqrt{2\pi M\beta}}\;
\frac{\int dY\,e^{-\beta V(0,Y)}}{\int_{X<0}dX\,dY\,e^{-\beta V(X,Y)}} .
\label{eq:flux}
\end{equation}

\subsection{The two Gaussian integrals}

Set $V=0$ at the minimum. Since $\beta B\gg1$, the lower integral comes from a small region around it, where $V$ is quadratic. A rotation to the normal coordinates $q_1,q_2$ leaves the area element unchanged and gives $V=\tfrac12M(\omega_1^2q_1^2+\omega_2^2q_2^2)$. The limits may be moved to infinity, because the added region has negligible weight:
\begin{equation}
\int_{X<0}dX\,dY\,e^{-\beta V}=
\sqrt{\frac{2\pi}{\beta M\omega_1^2}}\sqrt{\frac{2\pi}{\beta M\omega_2^2}}
=\frac{2\pi}{\beta M\omega_1\omega_2}.
\label{eq:well}
\end{equation}
The orientation of the normal coordinates has dropped out. No mode of the minimum has to be matched with a direction at the saddle.

On the dividing line $V(0,Y)=B+\tfrac12M\omega_s^2Y^2$, hence
\begin{equation}
\int dY\,e^{-\beta V(0,Y)}=e^{-\beta B}\sqrt{\frac{2\pi}{\beta M}}\,\frac1{\omega_s}.
\label{eq:line}
\end{equation}

\subsection{The quotient}

Insert (\ref{eq:well}) and (\ref{eq:line}) in (\ref{eq:flux}):
\begin{align}
\Gamma&=\frac{1}{\sqrt{2\pi M\beta}}\sqrt{\frac{2\pi}{\beta M}}\,\frac{1}{\omega_s}\;
\frac{\beta M\omega_1\omega_2}{2\pi}\,e^{-\beta B}\nonumber\\
&=\frac{1}{\beta M\omega_s}\,\frac{\beta M\omega_1\omega_2}{2\pi}\,e^{-\beta B}
=\frac{\omega_1\omega_2}{2\pi\omega_s}\,e^{-\beta B}.
\end{align}
Mass and temperature cancel in the prefactor. With $\omega=2\pi\nu$ the numerator brings $(2\pi)^2$ and the denominator $2\pi\cdot2\pi$, so
\begin{equation}
\nu_*=\frac{\nu_1\nu_2}{\nu_s}=\frac{5\times12}{8}\ \text{THz}=7.5\ \text{THz}.
\label{eq:vineyard}
\end{equation}
This is the Vineyard prefactor. If the three given numbers were angular frequencies in rad/ps, the form $\omega_1\omega_2/(2\pi\omega_s)$ would apply, and the prefactor would be $7.5/2\pi=1.19$ per picosecond.

\subsection{Why the unstable frequency is absent}

Near the saddle $V=B-\tfrac12M\omega_b^2X^2+\tfrac12M\omega_s^2Y^2$, where $i\omega_b$ is the imaginary frequency. On the line $X=0$ the term with $\omega_b$ vanishes. Suppose instead that the dividing line is turned by an angle $\varphi$ about the saddle. A point at distance $\ell$ along it has $X=-\ell\sin\varphi$, $Y=\ell\cos\varphi$, and
\begin{equation}
V=B+\tfrac12M\left(\omega_s^2\cos^2\varphi-\omega_b^2\sin^2\varphi\right)\ell^2 .
\end{equation}
The velocity normal to the line has the same thermal distribution as before. As long as the bracket is positive, the flux is therefore multiplied by $\omega_s/\sqrt{\omega_s^2\cos^2\varphi-\omega_b^2\sin^2\varphi}\ge1$. The surplus consists of crossings that return. The line $\varphi=0$ gives the smallest flux, and for it $\omega_b$ drops out.

\section{Comparison of estimate and solution}

The solution exceeds the estimate (\ref{eq:estimate}) by the factor
\begin{equation}
\frac{\nu_*}{\nu_1}=\frac{\nu_2}{\nu_s}=\frac{12}{8}=1.5 .
\end{equation}
The thermal width of a harmonic coordinate is $\sqrt{k_BT/M}/\omega$. If the hard mode is the spectator, its width at the saddle is 1.5 times that at the minimum: the exit is wider than the valley leading to it, and more trajectories pass. Had the hard mode been taken as the one that leaves, the estimate of 12~THz would be corrected by $\nu_1/\nu_s=5/8$, again to 7.5~THz. The two stories differ, but the product does not.

For $\nu_s=\nu_2$ the spectator does not change and the estimate becomes the harmonic result. For $\nu_s\to0$ formula (\ref{eq:vineyard}) diverges. The harmonic integral (\ref{eq:line}) then fails, and the width of the exit must be found from the terms of the potential beyond the quadratic one.

In the rate, a factor of 1.5 is equivalent to a barrier change of $k_BT\ln1.5=0.02585\times0.405\approx0.010$~eV at 300~K. An error of this size in $B$ matters as much as the difference between estimate and solution.

\section{A definite potential and its rate}

The neglected effects need a potential beyond its quadratic parts. Let $x=X/a$ and $y=Y/a$, where $a$ is the distance along $X$ from minimum to saddle, and take
\begin{equation}
V=B(1-x^2)^2+\tfrac12K(x)\left(y-\tfrac12sx^2\right)^2 .
\label{eq:model}
\end{equation}
The parameter $s$ bends the path. With $I=Ma^2$, the stiffness is $K(x)=4\pi^2I\,[\nu_s^2+(\nu_c^2-\nu_s^2)x^2]$, which gives the frequency $\nu_s$ at the saddle $x=y=0$. At the minimum $x=-1$, $y=s/2$ the second derivatives are
\begin{equation}
V_{xx}=8B+K_cs^2,\quad V_{xy}=K_cs,\quad V_{yy}=K_c,
\end{equation}
with $K_c=4\pi^2I\nu_c^2$. Define $\nu_a$ by $8B=4\pi^2I\nu_a^2$. The determinant and the trace of this matrix must belong to the frequencies $\nu_1$ and $\nu_2$:
\begin{equation}
\nu_a\nu_c=\nu_1\nu_2,\qquad \nu_a^2+(1+s^2)\nu_c^2=\nu_1^2+\nu_2^2 ,
\end{equation}
where the solution with the larger $\nu_c$ is taken. At the saddle $V_{xx}=-4B$, so the unstable frequency has the size $\nu_b=\nu_a/\sqrt2$. It is 3.54~THz for a straight path ($s=0$) and 4.07~THz for $s=0.5$.

The two paths test the Gaussian integrals, though not the assumption that no trajectory returns. The flux (\ref{eq:flux}) was integrated numerically with the full potential at 40 and 20~K and extrapolated linearly to $T=0$. The prefactor came out as 7.500~THz for both, although their unstable frequencies differ and the bent path has rotated normal modes. These low temperatures serve to reach the harmonic limit of the classical integral. They do not describe a real system, whose vibrations would be strongly quantum there.

The bent path is used below. For $M=64$~u, the mass of four oxygen atoms, $a=0.074$~nm. At 300~K, $k_BT=0.02585$~eV and $\beta B=23.21$, so
\begin{equation}
\Gamma=7.5\times10^{12}\,\text{s}^{-1}\times e^{-23.21}\approx6.2\times10^{2}\ \text{s}^{-1}.
\end{equation}
The mean waiting time is $1/\Gamma\approx1.6$~ms. At 358~K, a warm operating temperature, the rate is $2.7\times10^4$~s$^{-1}$. The prefactor is the same there, and the whole increase comes from the exponential.

\section{What the harmonic classical result neglects}

\subsection{Anharmonicity}

For the potential (\ref{eq:model}) the integral over $y$ is Gaussian at every $x$ and gives a factor proportional to $g(x)=K(x)^{-1/2}$. Let $x=-1-d$ and $t=k_BT/B$. The exponent is $-(4d^2+4d^3+d^4)/t$. The leading Gaussian has $\langle d^2\rangle=t/8$, $\langle d^4\rangle=3t^2/64$ and $\langle d^6\rangle=15t^3/512$. With $r=1-\nu_s^2/\nu_c^2$, the expansion of $g$ is
\begin{equation}
\frac{g}{g(-1)}=1-rd+\tfrac12(3r^2-r)d^2+\dots
\end{equation}
Multiply it by $1-4d^3/t-d^4/t+8d^6/t^2$ and average, keeping terms linear in $t$. The integral over the well is then its harmonic value times
\begin{equation}
1+t\left[\frac{15}{64}-\frac{3}{64}+\frac{12r}{64}+\frac{3r^2-r}{16}\right]
=1+\frac{3+2r+3r^2}{16}\,t .
\end{equation}
The bracket is positive for every real $r$. The population of the well exceeds the harmonic one, while the integral on the dividing line is Gaussian in this model. The prefactor is therefore lowered, in proportion to $T$ at leading order. Numerical integration at 300~K gives 7.41~THz, a shift of $-1.2$\% relative to 7.5~THz. At 150~K the shift is 0.49 times as large.

\subsection{Quantum vibrations}

Put $u_i=h\nu_i/k_BT$. At 300~K, $u_1=0.80$, $u_2=1.92$ and $u_s=1.28$, so the vibrations are not fully classical. In units of $h$, the classical flux integral over $X$ and $P_X$ is $k_BT/h$, and the rate is
\begin{equation}
\Gamma=\frac{k_BT}{h}\,\frac{Q_s}{Q_1Q_2}\,e^{-\beta B}.
\end{equation}
The classical partition function $Q_i=1/u_i$ returns (\ref{eq:vineyard}). The quantum one is $Q_i=\sum_ne^{-u_i(n+1/2)}=1/[2\sinh(u_i/2)]$. The prefactor is thus multiplied by
\begin{equation}
\frac{f(u_1)f(u_2)}{f(u_s)},\quad f(u)=\frac{\sinh(u/2)}{u/2}\approx1+\frac{u^2}{24}.
\end{equation}
The factor is 1.11 at 300~K and 1.08 at 358~K. The expansion explains its sign: $u_1^2+u_2^2-u_s^2$ is positive. To this order the squares of the frequencies decide the sign. A comparison of zero-point energies, which are proportional to the frequencies themselves, decides it only at low temperature, where $f(u)\approx e^{u/2}/u$.

\subsection{Tunnelling}

A parabolic barrier transmits at energy $\varepsilon$ above its top with the probability $1/(1+e^{-2\pi\varepsilon/\hbar\omega_b})$, a known solution of the Schr\"odinger equation that is taken over here. Let $\tau=\beta\varepsilon$ and $u_b=h\nu_b/k_BT$. The thermal average, relative to the classical step at $\varepsilon=0$, is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-\tau}\,d\tau}{1+e^{-2\pi\tau/u_b}}=\frac{u_b/2}{\sin(u_b/2)},\qquad u_b<2\pi .
\end{equation}
At 300~K this is 1.018. It diverges at $T=h\nu_b/(2\pi k_B)=31$~K, where the parabolic treatment fails. Below this temperature tunnelling under the top dominates, and the energy at which most of it occurs moves down without a jump as the temperature falls, though quickly in this model: at 25~K it lies only about 0.2~eV above the minimum. If motion along $X$ is taken as separable from the vibrations at the saddle, and all vibrations as harmonic, both quantum factors together give $7.5\times1.114\times1.018\approx8.5$~THz at 300~K.

\subsection{Damping and recrossing}

Other vibrations of the crystal exert friction and random forces on the unit. Near the saddle let $\ddot X+\gamma\dot X-\omega_b^2X=R(t)$, with white noise $\langle R(t)R(t')\rangle=(2\gamma k_BT/M)\,\delta(t-t')$. The growing solution $e^{\lambda t}$ obeys $\lambda^2+\gamma\lambda=\omega_b^2$. A trajectory that starts at $X=0$ with velocity $v$ ends on the far side if $v+w>0$, where $w=\int_0^\infty e^{-\lambda t}R\,dt$ has the variance $\sigma_w^2=\gamma k_BT/(M\lambda)$. The velocity has the variance $\sigma_v^2=k_BT/M$. For independent Gaussian $v$ and $w$, the mean of $v$ at fixed sum $v+w$ is that sum times $\sigma_v^2/(\sigma_v^2+\sigma_w^2)$. Hence
\begin{equation}
\langle v\,\theta(v+w)\rangle=\frac{\sigma_v^2}{\sqrt{2\pi(\sigma_v^2+\sigma_w^2)}} .
\end{equation}
Without recrossing the flux is $\langle v\,\theta(v)\rangle=\sigma_v/\sqrt{2\pi}$. The ratio is
\begin{equation}
\frac{1}{\sqrt{1+\gamma/\lambda}}=\sqrt{\frac{\lambda^2}{\lambda(\lambda+\gamma)}}=\frac{\lambda}{\omega_b}.
\end{equation}
For a chosen damping $\gamma/2\pi=1$~THz it is 0.88. With this value recrossing happens to offset nearly all of the quantum increase. That is an accident of the chosen $\gamma$: stronger damping would lower the product of these factors below 7.5~THz, and the anharmonic shift lowers it by about a further 1\%. The factor $\lambda/\omega_b$ counts only returns near the saddle. It tends to 1 for weak damping, but the true rate does not tend to the transition-state value. If the motion without random forces, with the same damping $\gamma$ of both coordinates, is followed numerically from just beside the saddle of the bent path, one round trip through the well, up to the inner turning point, costs about $17\,k_BT$ of the available $23\,k_BT$ for $\gamma/2\pi=1$~THz, but only about $3\,k_BT$ for 0.1~THz. A unit that loses so little energy can cross, turn round on the far side and come back. Both assumptions of transition-state theory then begin to fail, and the rate falls again as the damping decreases. The unstable frequency, absent from (\ref{eq:vineyard}), enters through both tunnelling and damping.

\subsection{Electric field}

A polarization of 40~$\mu$C/cm$^2$ in a cell of 0.13~nm$^3$ gives a dipole $p=0.325\,e\,$nm. A field $E=1$~MV/cm, which is 0.1~V/nm, adds the energy $-pEx$ with $pE=0.0325$~eV. The minimum at $x=-1$ rises by $pE$ and the saddle stays, to first order. In second order the saddle moves and rises by $(pE)^2/8B$, while the minimum relaxes by $(pE)^2/16B$:
\begin{equation}
B(E)\approx B-pE+\frac{3(pE)^2}{16B}=0.568\ \text{eV}.
\end{equation}
The harmonic prefactor at the shifted stationary points is 7.40~THz. The rate at 300~K becomes $2.1\times10^3$~s$^{-1}$, which is 3.4 times the value without field. The exponent causes this increase, since the prefactor falls slightly.

\section{Reading the numbers for a capacitor}

The frequencies lie in the range of optical vibrations of an oxide. The field is roughly the coercive field of hafnia films and below their breakdown field, which is roughly a few MV/cm. The polarization is on the high side for polycrystalline films, where roughly 20~$\mu$C/cm$^2$ is common. The barrier is a round model value. The model does not reproduce the coercive field: its barrier vanishes only at $pE=8B/(3\sqrt3)$, about 28~MV/cm, far above breakdown, and at 1~MV/cm the waiting time is still about 0.5~ms. A waiting time of 1.6~ms without field is far too short for a stored bit, so this single unit cannot represent the stability of a memory state. Real devices also break the assumption of one independent unit with one barrier. Films switch by nucleation and motion of domain walls, with defects and a spread of barriers. A change of $B$ by 0.1~eV at 300~K, with the prefactor held fixed, moves the rate by $e^{0.1/0.02585}\approx48$. With the damping $\gamma/2\pi=1$~THz, each correction to the prefactor calculated above is below 20\% of 7.5~THz. For a switching time the barrier and its distribution therefore deserve the effort first, as long as the stable frequencies at minimum and saddle remain comparable and the damping is neither very weak nor very strong. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
well frequencies: 5.0 and 12.0 THz
stable saddle frequency: 8.0 THz
product of well frequencies: 60.0 THz^2
Vineyard prefactor: 7.500 THz = 7.50e+12 1/s
prefactor / lower well frequency: 1.500
if inputs were rad/ps, prefactor: 1.194 1/ps
flux limit T->0, straight path: 7.5000 THz
flux limit T->0, bent path: 7.5000 THz
imaginary frequency size, straight path: 3.536 THz
imaginary frequency size, bent path: 4.069 THz
path slope s at the well (bent path): 0.50
barrier: 0.60 eV; effective mass: 64 u
well-to-saddle distance along x: 0.0744 nm
temperatures: 300 K and 358 K
kT at 300 K: 0.02585 eV
barrier/kT at 300 K: 23.21
classical rate at 300 K: 6.245e+02 1/s
mean waiting time at 300 K: 1.601 ms
classical rate at 358 K: 2.682e+04 1/s
anharmonic flux prefactor at 300 K: 7.409 THz
anharmonic shift at 300 K: -1.21 percent
anharmonic shift, half T over full T: 0.491
h nu/kT at 300 K for 5 THz: 0.800
h nu/kT at 300 K for 12 THz: 1.920
h nu/kT at 300 K for 8 THz: 1.280
quantum vibration factor at 300 K: 1.1144
quantum vibration factor at 358 K: 1.0798
tunnelling factor at 300 K: 1.0179
tunnelling crossover temperature: 31.1 K
prefactor with both quantum factors at 300 K: 8.507 THz
damping gamma/(2 pi): 1.0 THz
damping (recrossing) factor: 0.8846
polarization: 40 uC/cm2
cell volume: 0.13 nm3; field: 1.0 MV/cm
cell dipole: 0.3246 e nm
dipole times field: 0.0325 eV
barrier in the field: 0.5679 eV
Vineyard prefactor in the field: 7.402 THz
rate in the field at 300 K: 2.135e+03 1/s
rate with field / without: 3.42
\end{verbatim}
